Comment on Klein tunnelling through an n-p step in bilayer graphene

The argument under comment runs as follows. An electron in a gapless carbon sheet meets an electrostatic step that raises the band-touching point above its energy. There is no gap, so hole states are available beyond the step at the same energy. The carriers are chiral, so backscattering is forbidden. At normal incidence the electron must therefore pass with certainty, in bilayer graphene as in a monolayer.

The first premise is correct for both materials. The second has to be examined separately for each, and so does an unstated third: that the incident electron can turn into one of the available holes. Does either hold in the bilayer?

**Setting**

I take one valley, without disorder or interactions, and a potential energy V(x) that depends on x and is the same on all sublattices and layers. It is zero on the left (n side) and V0 on the right (p side), with 0 < E < V0. Write ε = E − V for the local energy measured from the band-touching point, w = V0 − E for its depth on the p side, and π = p_x + i p_y. Normal incidence means p_y = 0, and then π = π† = p, with p = −iħ d/dx.

**The monolayer, where the argument works**

The monolayer Hamiltonian at p_y = 0 is

H = v p σx + V(x).

It commutes with σx, whose value s = ±1 is therefore conserved. In each sector

−iħ v s dψ/dx = (E − V)ψ,

so ψ(x) = ψ(0) exp[(is/ħv) ∫₀ˣ (E − V) dx′], and |ψ| is constant. The velocity operator is ∂H/∂p = vσx. An incident electron moving to the right has s = +1, while a reflected one would need s = −1. Hence R = 0 and T = 1 for any profile V(x), whether a step or a barrier.

**The bilayer at low energy**

In Bernal stacking, sites B1 and A2 lie on top of each other and are coupled by γ1. With amplitudes a1, b1, a2, b2 on the four sublattices,

ε a1 = v π† b1
ε b1 = v π a1 + γ1 a2
ε a2 = γ1 b1 + v π† b2
ε b2 = v π a2.

For |ε| ≪ γ1 the left sides of the two middle equations may be dropped. They then give a2 = −vπ a1/γ1 and b1 = −vπ† b2/γ1. Substitution in the outer two, with m = γ1/(2v²), yields

ε a1 = −(π†)² b2/(2m)
ε b2 = −π² a1/(2m).

For a plane wave with π = |p|e^{iφ} and ε = p²/(2m), the second line gives b2/a1 = −e^{2iφ}. The relative phase turns twice when the momentum turns once: the winding number is two. Reversing the momentum changes φ by 180° and this phase by 360°, so the reflected electron has the same two-component spinor (a1, b2) as the incident one. Chirality does not forbid backscattering here, and the second premise fails.

That alone shows that reflection is permitted, not that it is total. For the latter, set p_y = 0 and form f± = a1 ± b2. Adding and subtracting the two equations gives

E f₋ = [p²/(2m) + V] f₋
E f₊ = [−p²/(2m) + V] f₊.

The sectors do not mix. Propagating electrons (ε > 0) belong to f₋ and propagating holes (ε < 0) to f₊. The incident electron obeys an ordinary Schrödinger equation with a potential step higher than its energy. The holes beyond the step exist, but they lie in the other sector, so the third premise fails too.

**The same result without the low-energy approximation**

The separation does not depend on eliminating B1 and A2. At p_y = 0 the four equations keep their form under the exchange a1 ↔ b2, b1 ↔ a2. Define the odd combinations a = (a1 − b2)/√2 and b = (b1 − a2)/√2. Subtracting the fourth equation from the first, and the third from the second, gives

ε a = v p b
(ε + γ1) b = v p a.

The even combinations obey the same pair with γ1 replaced by −γ1. For a plane wave of wave number k,

odd: ε(ε + γ1) = (ħvk)²
even: ε(ε − γ1) = (ħvk)².

For 0 < E < γ1 the propagating electron on the n side is odd, because the even relation makes k² negative. On the p side ε = −w. The even relation gives (ħvk)² = w(w + γ1) > 0, which describes the available holes. The odd one gives (ħvk)² = −w(γ1 − w), which is negative if w < γ1. The bilayer spectrum as a whole is gapless, but its odd sector at normal incidence has a gap at −γ1 < ε < 0, and it is this gap that the electron meets.

In that range k = iκ for the decaying wave, with

ħvκ = √[w(γ1 − w)].

Total reflection now follows for any step profile. The odd equations read a′ = i(ε + γ1)b/(ħv) and b′ = iεa/(ħv), so

(a*b)′ = (i/ħv)[ε|a|² − (ε + γ1)|b|²].

The right side is imaginary, so Re(a*b) does not depend on x. The probability current is 2v Re(a*b), since p enters the odd equations as v p σx. Deep in the p region the wave decays and the current vanishes; it therefore vanishes everywhere. The reflected current equals the incident one, R = 1.

**A barrier of finite width**

Let the potential equal V0 for 0 < x < D and zero elsewhere. On both outer sides the odd equations give, for waves exp(±ikx), b/a = ±r with

r = E/(ħvk) = √[E/(E + γ1)].

Inside, b/a = −w/(ħvk) with k = ±iκ. This is +iρ for exp(−κx) and −iρ for exp(κx), where

ρ = w/(ħvκ) = √[w/(γ1 − w)].

Both a and b are continuous, because the equations are of first order and the potential is finite. Measure the inside solution from the far face:

a = C e^{−κ(x−D)} + F e^{κ(x−D)}
b = iρ[C e^{−κ(x−D)} − F e^{κ(x−D)}].

At x = D let the transmitted wave have a = τ and b = rτ. Then C + F = τ and C − F = rτ/(iρ) = −i(r/ρ)τ. At x = 0 the exponentials are e^{κD} and e^{−κD}. With c = cosh κD and s = sinh κD (this s is not the earlier sector label),

a(0) = (C + F)c + (C − F)s = τ[c − i(r/ρ)s]
b(0) = iρ[(C + F)s + (C − F)c] = τ[iρ s + r c].

On the left, an incident wave of unit amplitude and a reflected wave of amplitude β give a(0) = 1 + β and b(0) = r(1 − β). Eliminating β,

2 = a(0) + b(0)/r = τ[2c + i(ρ/r − r/ρ)s].

The outer regions are identical, so T = |τ|². With c² = 1 + s²,

1/T = c² + [(ρ² − r²)/(2rρ)]² s² = 1 + [(r² + ρ²)/(2rρ)]² s²,

where the last step uses 4r²ρ² + (ρ² − r²)² = (r² + ρ²)². Thus

T = 1 / {1 + [(r² + ρ²)²/(4r²ρ²)] sinh² κD}.

For κD ≫ 1, sinh² κD → e^{2κD}/4, and the second term in the denominator dominates:

T ≈ [16r²ρ²/(r² + ρ²)²] e^{−2κD}.

If γ1 is much larger than E and w, then r² → E/γ1, ρ² → w/γ1 and ħκ → √(2mw). The coefficient of sinh² κD becomes V0²/(4Ew), the result for an ordinary particle of mass m.

**Numbers**

Take the round parameters v = 10⁶ m/s, γ1 = 400 meV, E = 20 meV and V0 = 60 meV. Then ħv = 658 meV nm and w = 40 meV. The decay constant is

κ = √(40 × 360) meV / (658 meV nm) = 120/658 nm⁻¹ = 0.182 nm⁻¹,

so the density in a thick barrier falls by a factor e in 1/(2κ) = 2.7 nm. With r² = 20/420 and ρ² = 40/360 the thick-barrier prefactor is 3.36. The formula for T gives

D = 10 nm: T = 0.085
D = 20 nm: T = 0.0023
D = 30 nm: T = 6.0 × 10⁻⁵
D = 40 nm: T = 1.6 × 10⁻⁶.

The monolayer has T = 1 at each width. The low-energy formula for the bilayer uses κ = √(40 × 400)/658 nm⁻¹ = 0.192 nm⁻¹. Its transmission is 13% below the four-band value at 10 nm and about half of it at 40 nm, mainly because a small error in κ is multiplied by the width in the exponent. That error alone would give 18% at 10 nm; the larger low-energy prefactor, 3.56 against 3.36, offsets part of it. All these values belong to the model with v and γ1 only. The skew hopping discussed below, at v₃ = 0.1v and in its most favourable orientation, raises them by 7% at 10 nm and 20% at 40 nm, and other realistic parameter sets change the 40 nm value by a factor of several.

**Where total reflection ends**

*Oblique incidence.* The exchange of amplitudes also exchanges π and π†, which amounts to reversing p_y. For p_y ≠ 0 it is no longer a symmetry at fixed p_y, and the electron can become a hole if a propagating hole state exists at that p_y. It does still imply T(φ) = T(−φ), where φ is now the angle of incidence. Since T(0) = 0 for the step, a step transmission that is smooth at φ = 0 starts in general as φ².

I computed T for the sharp step by finding the four exponential solutions on each side numerically, keeping the incident, outgoing and decaying ones, and solving the four continuity equations. The result is 0.00097 at 1° and 0.0039 at 2°, a ratio close to four. It is 0.086 at 10°, 0.25 at 20°, 0.35 at 30° and 0.22 at 60°.

For the barrier at 20°, where the spinor is also carried across the width by a matrix exponential, T is 0.0009, 0.14, 0.022 and 0.092 at 10, 20, 30 and 40 nm. There is no steady decay, and at 10 nm the oblique wave is transmitted less than the normal one. At 40 nm it is transmitted far more, 0.092 against 1.6 × 10⁻⁶. A measurement that collects many angles will therefore not show the exponential law of the normal wave by itself.

*A very high step.* If w > γ1, the odd sector propagates again on the p side. A wave with current to the right has b/a = r₂ = √[w/(w − γ1)]. At a sharp step 1 + β = τ and r(1 − β) = r₂τ, so β = (r − r₂)/(r + r₂) and

T = 1 − β² = 4r r₂/(r + r₂)².

For V0 = 520 meV and the same E, w = 500 meV and r₂² = 5, which gives T = 0.32.

*Unequal layers.* An energy difference between the layers breaks the exchange symmetry. With 20 meV between them on the p side (+10 and −10 meV), the same numerical matching gives T = 0.055 at p_y = 0 for the original 60 meV step. The gates that create a step generally also create such a difference. For a back gate plus a local top gate at the densities used here (about 0.6 and 1.3 × 10¹² cm⁻²), a Hartree estimate gives 6–8 meV on the n side and 25–37 meV on the p side, with the same sign, and then T ≈ 0.2–0.4.

*Skew hopping.* A direct A1–B2 coupling v₃π adds v₃π b2 to the first equation and v₃π† a1 to the fourth. If the crystal is rotated by θ relative to the step, π = e^{iθ}p at p_y = 0. Writing a1 = e^{−iθ}α and b2 = e^{iθ}δ removes θ from the terms in v and γ1, and leaves v₃e^{3iθ}p δ in the equation for α and its conjugate counterpart in that for δ. The exchange symmetry survives if e^{3iθ} is real. The sectors then stay separate, but the gap of the odd sector must be checked again. For e^{3iθ} = 1, with a = (α − δ)/√2, the odd equations become (ε + v₃p)a = v p b and (ε + γ1)b = v p a. At ε = −w a plane wave needs (ħvk)² − ħv₃k(γ1 − w) + w(γ1 − w) = 0. For w < γ1 this has no real root only if v₃²(γ1 − w) < 4v²w, that is w > γ1v₃²/(4v² + v₃²). The even sector on the n side gives the same equation with E in place of w, so E must exceed the same value for the incident electron to be purely odd. For e^{3iθ} = −1 the sign of v₃ is reversed and the bound is unchanged. For v₃ = 0.1v the bound is about 1 meV, well below E and w here. Matching gives T = 0 to rounding error at θ = 0, and T = 0.12 at θ = 30°. A ratio v₃/v near 0.1 is the size found in real bilayer graphene, so this term is not negligible there. The orientations with real e^{3iθ} are those with the current along a zigzag direction. At θ = 30° (armchair direction) the transmission minimum moves to |p_y| ≈ 0.2ħk on one side, and the barrier at p_y = 0 gives T = 0.022, 0.010, 0.005 and 0.040 at 10, 20, 30 and 40 nm, with no exponential decay.

**Recommendation**

The claim of certain transmission should be restricted to the monolayer. For the bilayer it should be replaced by total reflection of the normally incident wave at a step (a barrier of finite width still lets some of it tunnel through), with the conditions of equivalent layers at each x (equal site energies on A1 and B2 and on B1 and A2; a common shift of the B1 and A2 sites only moves the bounds set by γ1), E < γ1, w < γ1, and skew hopping that is either absent or suitably oriented, in the latter case with E and w above γ1v₃²/(4v² + v₃²). In a real bilayer this means current along a zigzag direction and gating that leaves the layers at the same energy; otherwise the wave at p_y = 0 is partly transmitted. At normal incidence the absence of a gap guarantees that hole states exist beyond the step, but under these conditions the conserved exchange symmetry keeps the electron out of them.
